# Edge Scattering and Conduction in the Subbands of a Graphene Ribbon

A doped graphene ribbon serves as a short interconnect. Its two edges are parallel, a distance $W$ apart, and run along $x$. The edges are of the armchair kind, and the ribbon is semiconducting when undoped. Energies are measured from the Dirac point, and the Fermi energy $E_F>0$ lies in the conduction band. An electron that hits an edge is reflected specularly with probability $p$, the same for both edges and for every subband. Otherwise the hit is diffuse: the energy is kept, but the direction of travel along the ribbon is forgotten. Until part (f) the edges are the sole source of scattering. The applied voltage is small and the temperature is low.

The problem asks how far an electron in a given subband travels between diffuse events, and what this means for the current it carries. The constants $\hbar$ and $e$ are kept. No mass appears, because the carriers have a linear dispersion. The conductance formulas have the same form in Gaussian and SI units; numbers are given in nm, eV, µS and kΩ.

## (a) The subbands

**Question.** Start from nearest-neighbour hopping $t$ on the honeycomb lattice, with lattice constant $a$. Find the low-energy subbands of a ribbon with $N$ dimer lines, and the ratio of longitudinal to transverse wave number at energy $E_F$.

**Solution.** The dimer lines run along $x$ and are $a/2$ apart. An atom on line $j$ has one neighbour on the same line, at the bond length $b=a/\sqrt3$, and one on each of the lines $j\pm1$, displaced by $-b/2$ along $x$. For a wave $e^{ik_xx}$, the hopping from amplitudes $\phi_j$ on one sublattice to the other is, up to an overall sign,

$$t\left[e^{ik_xb}\phi_j+e^{-ik_xb/2}(\phi_{j+1}+\phi_{j-1})\right].$$

There are no atoms on lines $0$ and $N+1$, so the amplitude must vanish there. This is met by $\phi_j=\sin(j\theta)$ with $\theta=\pi r/(N+1)$ and $r=1,\dots,N$. Since $\sin((j+1)\theta)+\sin((j-1)\theta)=2\cos\theta\,\sin(j\theta)$, the bracket multiplies $\phi_j$ by a number. The modulus of that number gives the energy:

$$E=t\left|e^{ik_xb}+2\cos\theta\,e^{-ik_xb/2}\right|=t\left|e^{3ik_xb/2}+2\cos\theta\right| .$$

The second form follows on multiplying by the phase $e^{ik_xb/2}$, which leaves the modulus unchanged.

The energy vanishes at $k_x=0$, $\theta=2\pi/3$. Put $\theta=2\pi/3+\delta$ and expand to first order:

$$e^{3ik_xb/2}\approx1+\tfrac{3}{2}ik_xb=1+\tfrac{\sqrt3}{2}ik_xa,\qquad 2\cos\theta\approx-1-\sqrt3\,\delta .$$

A phase step $\delta$ per line spacing $a/2$ is a transverse wave number $q=2\delta/a$, so $\sqrt3\,\delta=\tfrac{\sqrt3}{2}qa$. Therefore

$$E=\hbar v\sqrt{k_x^2+q^2},\qquad \hbar v=\frac{\sqrt3}{2}\,at .$$

With $W=(N+1)a/2$, the allowed values are

$$q=\frac2a\left(\frac{\pi r}{N+1}-\frac{2\pi}{3}\right)=\frac{\pi}{W}\left(r-\frac{2(N+1)}{3}\right).$$

If $N+1$ is not a multiple of 3, the last bracket is an integer plus or minus $1/3$. The magnitudes are then $k_n=\pi|j+\tfrac13|/W$ with $j$ any integer, that is $\tfrac13,\tfrac23,\tfrac43,\tfrac53,\tfrac73,\dots$ times $\pi/W$. We number them $n=1,2,3,\dots$ in rising order. The bottom of subband $n$ is $E_n=\hbar vk_n$, and each subband is degenerate in spin alone.

At the Fermi energy, $E_F^2=(\hbar v)^2k_x^2+E_n^2$. Dividing by $E_n^2=(\hbar v)^2k_n^2$ gives

$$\frac{k_x}{k_n}=\sqrt{\left(\frac{E_F}{E_n}\right)^2-1}\,,\qquad E_F>E_n .$$

## (b) The advance between edge hits

**Question.** How far along the ribbon does an electron of subband $n$ move between successive edge hits?

**Solution.** The group velocity is the gradient of the energy divided by $\hbar$. For the linear band, with $k_F=E_F/\hbar v=\sqrt{k_x^2+k_n^2}$,

$$v_x=v\,\frac{k_x}{k_F},\qquad v_y=v\,\frac{k_n}{k_F}$$

in magnitude. The velocity is parallel to the wave vector measured from the Dirac point. A specular edge reverses $v_y$ and leaves $v_x$ as it is. Crossing the ribbon takes the time $W/v_y$, during which the electron advances by

$$d_n=v_x\frac{W}{v_y}=W\frac{k_x}{k_n}=W\sqrt{\left(\frac{E_F}{E_n}\right)^2-1}.$$

The speed $v$ cancels, so $d_n$ depends on the angle of travel alone. A low subband runs at a grazing angle and meets the edges rarely. A subband near its threshold moves almost straight across and meets them often per unit length.

## (c) The mean free path

**Question.** Find the mean distance $l_n$ along the ribbon from one diffuse event to the next, for motion in subband $n$. Examine it near threshold and far above it.

**Solution.** Count hits after a diffuse event. The next diffuse event is hit number $N_h$ if the first $N_h-1$ hits are specular and the last is not, which has probability $p^{N_h-1}(1-p)$. To find the mean, differentiate the geometric series $\sum_{N_h\ge0}p^{N_h}=1/(1-p)$ with respect to $p$:

$$\sum_{N_h\ge1}N_h\,p^{N_h-1}=\frac1{(1-p)^2}\quad\Rightarrow\quad\langle N_h\rangle=(1-p)\,\frac{1}{(1-p)^2}=\frac1{1-p}.$$

Each hit closes an advance $d_n$, so

$$\boxed{\,l_n=\frac{d_n}{1-p}=\frac{W}{1-p}\sqrt{\left(\frac{E_F}{E_n}\right)^2-1}\,}$$

*Near threshold.* Let $E_F=E_n+\Delta$ with $0<\Delta\ll E_n$. Then $(E_F/E_n)^2-1\approx2\Delta/E_n$, and

$$l_n\approx\frac{W}{1-p}\sqrt{\frac{2\Delta}{E_n}}\to0 .$$

*Far above threshold.* For $E_F\gg E_n$ the 1 under the root is negligible, and with $E_n=\pi\hbar v|j+\tfrac13|/W$,

$$l_n\approx\frac{W}{1-p}\frac{E_F}{E_n}=\frac{W^2k_F}{\pi|j+\frac13|(1-p)} .$$

At fixed $E_F$, $p$ and $j$, the path of a low subband grows as the square of the width: one factor of $W$ comes from the longer crossing, the other from the more grazing angle.

As $p\to1$ every $l_n$ diverges, and some other scattering must set the limit.

## (d) From mean free path to conductance

**Question.** Treat diffuse loss as a process without memory, with probability $dx/l_n$ in each step $dx$. Find the conductance of a long ribbon, and the transmission of one isolated subband at any length $L$. When does a mode near threshold conduct poorly?

**Solution.** Let $f_n^+$ and $f_n^-$ be the occupations of right- and left-moving states of subband $n$, at an energy in the small bias window. The left contact sends in $f_n^+(0)=1$ and the right contact $f_n^-(L)=0$. Each spin-degenerate subband carries a current proportional to $f_n^+-f_n^-$, with conductance $2e^2/h$ at full transmission. Hence

$$G=\frac{2e^2}{h}\,\mathcal T,\qquad \mathcal T=\sum_n(f_n^+-f_n^-).$$

State $n$ loses $f_n^\pm/l_n$ per unit length. We take diffuse emission to be independent of the state the electron came from. In equilibrium, where all occupations are equal, gain must balance loss in each state, so the gain has the form $F/l_n$ with one common $F$:

$$\pm\frac{df_n^\pm}{dx}=-\frac{f_n^\pm-F}{l_n}.$$

Diffuse hits conserve electrons, so $\mathcal T$ cannot depend on $x$. Adding all the equations gives $\sum_n(f_n^++f_n^--2F)/l_n=0$, or

$$F=\sum_m w_m(f_m^++f_m^-),\qquad w_m=\frac{1/l_m}{2\sum_n1/l_n}.$$

The weights have a familiar meaning. From (c), $w_m\propto k_m/k_x$. For many subbands write $k_m=k_F\cos\vartheta$ and $k_x=k_F\sin\vartheta$, with $\vartheta$ measured from the edge normal. Subbands are evenly spaced in $k_m$, so an angular interval holds a number proportional to $\sin\vartheta\,d\vartheta$. The emission is then proportional to $\cos\vartheta\,d\vartheta$, the cosine law of a diffusely reflecting wall.

*Long ribbon.* Far from the contacts, try $f_n^\pm=\mu(x)\mp l_n\mu'$ with constant slope $\mu'$. Then $F=2\mu\sum_mw_m=\mu$. The left side of the kinetic equation is $\pm\mu'$, and the right side is $-(\mp l_n\mu')/l_n=\pm\mu'$, so the equation holds. The current is $\mathcal T=-2\mu'\sum_nl_n$. When $L$ greatly exceeds all the $l_n$, contact regions matter little and $-\mu'\approx1/L$:

$$G\approx\frac{2e^2}{h}\,\frac{2}{L}\sum_nl_n .$$

The factor 2 arises because a diffuse event sends the electron forward as often as backward.

*One isolated subband.* Now $F=(f^++f^-)/2$, and $T=f^+-f^-$ is constant in $x$. The equation becomes $df^+/dx=-T/(2l_n)$. With $f^+(0)=1$ and $f^+(L)=T+f^-(L)=T$, integration gives $1-T=TL/(2l_n)$, so

$$T_n=\frac{1}{1+L/(2l_n)} .$$

For several subbands, $\sum_nT_n$ is an approximation, since it ignores transfer between them. It has the correct limits for short and long ribbons.

If $L\gg l_n$, then $T_n\approx2l_n/L$, which vanishes at threshold like $\sqrt{\Delta}$: the mode conducts poorly. If $L\ll l_n$, then $T_n\approx1$, and even a mode close to threshold carries nearly its full quantum, provided the contacts do not reflect it. Edge scattering therefore makes a mode conduct poorly only in ribbons that are not short compared with $l_n$. A contact doped differently from the ribbon can itself reflect a mode near threshold strongly, even when the ribbon is short.

## (e) Do regular hits change the answer?

**Question.** A classical ray hits the edges at regular intervals, so its loss is not memoryless. Which length then governs diffusion along the ribbon?

**Solution.** Keep the ray in one subband and let each diffuse event choose the sign of $v_x$ at random. The displacement is a sum of independent steps $\pm s$, with $s$ the distance between diffuse events. After $M$ steps the mean square displacement is $M\langle s^2\rangle$ and the elapsed time is $M\langle s\rangle/v_x$. The diffusion constant is half their ratio:

$$D=v_x\frac{\langle s^2\rangle}{2\langle s\rangle}.$$

For memoryless loss $s$ is exponentially distributed, $\langle s^2\rangle=2\langle s\rangle^2$, and $D=v_xl_n$, in agreement with (d). For rays, $s=N_hd_n$. Differentiating the geometric series twice gives $\sum N_h(N_h-1)p^{N_h-2}=2/(1-p)^3$, so

$$\langle N_h^2\rangle=\frac{2p}{(1-p)^2}+\frac1{1-p}=\frac{1+p}{(1-p)^2},\qquad \frac{\langle s^2\rangle}{2\langle s\rangle}=\frac{1+p}{2}\,l_n .$$

The mean spacing is still $l_n$, but the transport length is smaller by $(1+p)/2$. This factor tends to 1 for nearly specular edges and to $1/2$ for fully diffuse ones. It is the same for every subband, so the threshold law is untouched.

Which picture applies can be estimated from level broadening. The diffuse rate $(1-p)v_y/W$ blurs a subband by about $\hbar(1-p)v_y/W$. Its nearest neighbour lies $\pi/(3W)$ away in transverse wave number, hence about $\pi\hbar v_y/(3W)$ in energy. The ratio is $3(1-p)/\pi$. When this is small, the electron occupies a resolved standing wave with no definite bounce times, and a loss rate constant in time is reasonable. How that rate depends on $n$ still rests on the assumption of a common $p$. For $p=0.8$ the ratio is about 0.19. For $p$ near zero the subbands overlap, and the ray result is the more natural one.

Ray tracing in the strip of part (f), third subband, confirms the two ray lengths, though it cannot test the broadening estimate. For $p=0.8$ the mean spacing was 154.4 nm, against 154.5 nm from (c), and the transport length was 137.7 nm, against $0.9\times154.5=139$ nm. For $p=0$ the two lengths were 30.9 and 15.3 nm, a ratio close to $1/2$.

## (f) A ribbon 20 nm wide

**Question.** Take $N=163$, $a=0.246$ nm, $v=10^6$ m/s, $E_F=0.25$ eV, $p=0.8$ and $L=1000$ nm. Find the contribution of each subband, and judge what the model leaves out.

**Solution.** The width is $W=164\times0.246/2=20.17$ nm, and $\hbar v=0.6582$ eV nm. The lowest edge is $E_1=\pi\times0.6582/(3\times20.17)=0.0342$ eV; the others are 2, 4, 5 and 7 times as high. The next edge, at 0.2734 eV, lies above $E_F$, so five subbands are open.

The common factor is $W/(1-p)=100.9$ nm. For the fifth subband, $E_F/E_5=0.25/0.2392=1.045$, whence $k_x/k_5=0.304$, $l_5=0.304\times100.9=30.7$ nm and $T_5=61.4/1061.4=0.058$. In the same way:

| $n$ | $E_n$ (eV) | $l_n$ (nm) | $T_n$ |
|---|---|---|---|
| 1 | 0.0342 | 731 | 0.594 |
| 2 | 0.0683 | 355 | 0.415 |
| 3 | 0.1367 | 154 | 0.236 |
| 4 | 0.1709 | 108 | 0.177 |
| 5 | 0.2392 | 31 | 0.058 |

The sum is 1.480. With $2e^2/h=77.48$ µS, $G=115$ µS and the resistance is 8.7 kΩ, against 2.6 kΩ for five perfect modes. The fifth subband is one open mode in five but supplies 3.9 % of this sum. When transfer between subbands is included, its share of the current varies along the ribbon, from about 9 % at the contacts to 3 % in the middle. At $L=10$ nm the same formula gives it a transmission of 0.860, which illustrates the condition found in (d) for contacts that do not reflect. Matching Dirac waves at abrupt contacts doped to 0.5 eV would give only about 0.26 at this length, even with perfect edges. This is an interference value that depends on $L$: it is 0.86 at 2 nm and returns to 1 near 28 nm. The lattice bands lower it to about 0.21 at 10 nm.

To transmit at least half, a mode needs $l_n\ge L/2=500$ nm, hence $k_x/k_n\ge500/100.9=4.96$ and $E_F/E_n\ge5.1$. In this ribbon the first subband alone qualifies.

With $\sum l_n=1379$ nm, the long-ribbon law gives 4.68 kΩ per µm. Numerical solution of the coupled kinetic equations gives the same slope between 10 and 20 µm. At $L=1$ µm the coupled equations give $\mathcal T=1.529$, so ignoring transfer between subbands costs about 3 %. Inserting the ray factor of (e), which is only an estimate at this length, lowers the sum of isolated modes from 1.480 to 1.390.

**Temperature.** At 300 K, $k_BT=25.9$ meV exceeds the 11 meV between $E_5$ and $E_F$, so the threshold of one mode is smeared out. The thermally averaged sum, with the chemical potential held at 0.25 eV, is 1.482, almost unchanged.

**Lattice bands.** The full energy of (a), without expansion, shifts individual paths considerably: $l_1$ rises from 731 to 1022 nm and $l_5$ falls from 31 to 24 nm. The first subband is sensitive because it travels at a grazing angle. Its slope $v_y/v_x$ changes from 0.138 to 0.099, a small turn but a large relative change. The sum becomes 1.527. In a ribbon 16 times wider, with $E_F$ 16 times lower, the largest deviation of $l_n$ falls from 40 % to 1.8 %, as expected of a low-energy formula.

**Specularity that depends on the mode.** If the edge is displaced by a random height $h$, the reflected wave gains a phase $2k_nh$. For Gaussian heights of rms value $s_h$, the mean amplitude is $e^{-2k_n^2s_h^2}$, and the coherent share is its square, $p_n=e^{-4k_n^2s_h^2}$. This treats the edge as a smooth shifted mirror. On the lattice of (a), moving an armchair edge by $m$ dimer lines changes the phase by $2m\theta$, which contains an extra $4\pi m/3$ whatever $k_n$ is. Unless $m$ is a multiple of 3, this is not a whole number of turns, so atomic steps can scatter low modes far more than this estimate suggests. Weak disorder in the site energies of the edge atoms is another example. All low modes have nearly the same weight on those atoms, since $\sin^2\theta\approx\tfrac34$, so to lowest order all open modes at a given energy share one scattering rate, and among them $l_n$ is proportional to $v_x$. With the velocities of (b), $l_1/l_5$ is then only about 3.4, against 24 in the table, or about 4.3 with the lattice states. The shared rate grows with the density of final states, which diverges at each threshold, so to lowest order $l_n$ vanishes there linearly in $\Delta$ and the paths of the other modes shorten as well. Returning to the mirror model, with $s_h=1.14$ nm, which keeps $p=0.8$ for the third subband, $p_1=0.986$ and $p_5=0.505$. The paths become $l_1\approx10.6$ µm and $l_5\approx12$ nm, and the sum rises to 2.07. A constant $p$ thus understates the contrast between low modes and modes near threshold in this roughness model.

**Close to threshold.** A path is meaningful only if $k_xl_n$ is not small. Here $k_xl_5=3.4$. Since $k_xl_n=k_x^2W/[k_n(1-p)]$, it falls below 1 when $k_x^2<k_n(1-p)/W$. Expanding $E=\hbar v\sqrt{k_n^2+k_x^2}$ turns this into a window of about $\hbar v(1-p)/(2W)$ above the edge, here about 3 meV. Inside it the formula for $l_n$ should not be trusted.

**Phase coherence.** Interference between diffuse events is also left out. The long-ribbon formula falls to one quantum $2e^2/h$ at $L=2\sum l_n\approx2.8$ µm; the coupled kinetic equations, which include the contact regions, reach it already near 1.9 µm. If phase coherence survived over such lengths, localization would have to be considered, and the linear growth of resistance could fail.

**Real ribbons.** The sheet density implied by $E_F$, $k_F^2/\pi=4.6\times10^{12}$ cm$^{-2}$, is within reach of ordinary gating. Two assumptions are more fragile. The first is the absence of bulk scattering. A bulk path $\lambda$ along the direction of motion adds $k_F/(\lambda k_x)$ to $1/l_n$. Roughly, at room temperature $\lambda$ is of order 1000 nm in very clean graphene and 100 nm on a common oxide; the sum then drops from 1.48 to 1.22 or 0.49. In very clean samples $\lambda$ can be much longer at low temperature. With $\lambda=100$ nm, bulk scattering and not the edge dominates the resistance of this example, since bulk scattering alone would give a sum of 0.65. Near $\lambda=300$ nm the two are comparable. The second is $p=0.8$, which is favourable for a patterned edge. With fully diffuse edges and the same $W$ and $E_F$, each $l_n$ is five times shorter, and the long-ribbon slope rises from 4.7 to about 23 kΩ per µm, or about 47 with the ray factor $1/2$. These are semiclassical values: $k_xl_5$ is then below 1, and $2\sum l_n$ shrinks to about 0.55 µm, so phase coherence would matter at much shorter lengths.

## Calculated quantities

```
width W = 20.17 nm (163 dimer lines)
velocity = 1.0e+06 m/s, hbar*v = 0.6582 eV nm
hopping giving this velocity = 3.090 eV
EF = 0.25 eV, p = 0.8, L = 1000 nm
k_F = 0.3798 1/nm
sheet density = 4.59e+12 cm^-2
W/(1-p) = 100.9 nm, open modes = 5
mode: E_n (eV), k_x/k_n, advance per hit (nm), l_n (nm), T_n
 1: 0.0342, 7.248, 146.2, 731.0, 0.594
 2: 0.0683, 3.519, 71.0, 354.9, 0.415
 3: 0.1367, 1.532, 30.9, 154.5, 0.236
 4: 0.1709, 1.068, 21.5, 107.7, 0.177
 5: 0.2392, 0.304, 6.1, 30.7, 0.058
next subband edge = 0.2734 eV
conductance quantum 2e^2/h = 77.48 microsiemens
sum of T_n = 1.480
conductance = 114.7 microsiemens
resistance = 8.72 kohm
ballistic resistance = 2.58 kohm
share of last mode = 3.9 %
L = 10 nm: T first = 0.993, T last = 0.860
sum of l_n = 1379 nm
long-ribbon slope = 4.68 kohm/um
slope from kinetic equations = 4.68 kohm/um
coupled modes, L = 1000 nm: sum T = 1.529
rays, mode 3, p = 0.8: spacing 154.4 nm, transport length 137.7 nm
rays, mode 3, p = 0.0: spacing 30.9 nm, transport length 15.3 nm
with ray memory: sum T = 1.390
kT at 300 K = 25.9 meV
thermal average: sum T = 1.482
lattice bands: last edge = 0.2422 eV
lattice bands: l first = 1022.0 nm, l last = 24.2 nm
lattice bands: sum T = 1.527
largest lattice shift of l_n = 39.8 %
same, 16 times wider, EF/16 = 1.78 %
roughness model: rms height = 1.14 nm
roughness model: p first = 0.986, p last = 0.505
roughness model: l first = 10556 nm, l last = 12.4 nm
roughness model: sum T = 2.066
bulk path 1000 nm added: sum T = 1.216
bulk path 100 nm added: sum T = 0.487
k_x*l for last mode = 3.39
window with k_x*l < 1, last mode = 3.24 meV
localization scale 2*sum(l_n) = 2758 nm
```
